# Why the Avrami peak under constant heating sits near 63 percent

An amorphous phase-change memory film is heated at a constant rate in a calorimeter. It crystallizes, releases latent heat, and gives a peak. The fraction already crystalline at the top of the peak might be expected to reveal the Avrami exponent $n$, which depends on how the crystals nucleate and grow. At constant temperature it does so for $n>1$, although different mechanisms can share the same $n$: growth in three dimensions from a fixed set of nuclei and growth in two dimensions with steady nucleation both have $n=3$. Under steady heating with a high activation energy the fraction is close to $1-1/e\approx0.632$ for every fixed $n$, and $n$ is better sought elsewhere, for instance in the width of the peak.

## Setting and assumptions

Suppose nuclei appear independently and at random, and grow at a common rate until they meet. Let $X_e$ be the extended volume fraction, the volume that the crystals would fill if they could overlap. The number of crystals covering a given point is then Poisson distributed with mean $X_e$. The point is still amorphous with probability $e^{-X_e}$, so the transformed fraction is
$$X=1-e^{-X_e}.$$

For three-dimensional growth at speed $u(t)$ and nucleation rate $I(t)$ per volume, with a shape factor $c$,
$$X_e(t)=c\int_0^t I(t')\,[U(t)-U(t')]^3dt',\qquad U(t)=\int_0^t u\,dt'.$$
The kinetics are *isokinetic* if $I=au$ with $a$ constant at all temperatures. Then $I\,dt'=a\,dU'$, and the integral is $X_e=ca\,U^4/4$. If instead $N$ nuclei per volume are present from the start and none are added, $X_e=cNU^3$. Both cases have the form

$$X=1-e^{-\theta^n},\qquad \theta=\int k\,dt,\tag{1}$$

where $k$ is proportional to $u$ and absorbs the constants.

The further assumptions are:

* **A1.** $k=k_0e^{-E/k_BT}$ with $E>0$, and $n>0$ is constant.
* **A2.** $T$ rises at constant rate $\beta$, from a temperature so low that $\theta$ may be counted from $T=0$.
* **A3.** The signal is proportional to $dX/dt$: the latent heat is constant, the instrument has no lag, and the sample is uniform.

Primes on $k$ and $X_e$ denote time derivatives. Because $\beta$ is constant, a maximum in time is also a maximum in temperature.

**Theorem.** Under A1–A3 there is exactly one peak. With $x=E/(k_BT_p)$ at the peak temperature $T_p$,
$$X_p=1-\exp\!\left[-1+\frac{1-g(x)}{n}\right],\qquad \frac2x-\frac6{x^2}\le 1-g(x)\le\frac2x .\tag{2}$$
For fixed $n$ and large $x$,
$$X_p=1-\frac1e-\frac{2}{e\,n\,x}+O(x^{-2}),\tag{3}$$
and the limit $1-1/e$ is approached from below.

The 63 percent rule is thus a limit statement, and $nx\gg2$ is sufficient for it to hold closely.

## Lemma 1: the peak condition

*At an interior peak of $dX/dt$, $X_e=X_eX_e''/X_e'^2$.*

*Proof.* From $X=1-e^{-X_e}$ the rate is $X'=X_e'e^{-X_e}$. Its derivative is $X''=(X_e''-X_e'^2)e^{-X_e}$, which vanishes when $X_e''=X_e'^2$. The ratio $X_e''/X_e'^2$ is then one, and multiplying it by $X_e$ gives the claim. ∎

This contains the physical reason for the result. If $X_e$ grows exponentially, $X_e=Ce^{bt}$, then $X_eX_e''/X_e'^2=1$ whatever $b$ is. The peak lies at $X_e=1$, where $X=1-1/e$. Steady heating of a strongly activated process makes $X_e$ nearly exponential in time, and $n$ merely multiplies the growth constant $b$.

For $X_e=\theta^n$ we have $\theta'=k$, hence
$$X_e'=n\theta^{n-1}k,\qquad X_e''=n(n-1)\theta^{n-2}k^2+n\theta^{n-1}k'.$$
Multiplying $X_e''$ by $\theta^n$ and dividing by $n^2\theta^{2n-2}k^2$ gives
$$\theta_p^n=\frac{n-1}{n}+\frac{g}{n}=1-\frac{1-g}{n},\qquad g\equiv\frac{\theta k'}{k^2}.\tag{4}$$

**Remark (constant temperature).** Here $k'=0$, so $g=0$ and $X_p=1-e^{-1+1/n}$ for $n>1$. This is 0.39, 0.49 and 0.53 for $n=2,3,4$. For $n=1$ the rate $ke^{-\theta}$ falls from the start, and there is no interior peak. Heating supplies the term $g/n$ in (4), which for $g\to1$ is just the missing $1/n$.

## Lemma 2: the function $g$ for Arrhenius kinetics

*Under A1 and A2,*
$$g(x)=\int_0^\infty \frac{e^{-s}}{(1+s/x)^2}\,ds,\tag{5}$$
*and the bounds in (2) hold.*

*Proof.* Substitute $v=E/(k_BT')$ in $\theta=\beta^{-1}\int_0^Tk\,dT'$. Since $dT'=-(E/k_B)\,dv/v^2$, and $T'=0$ corresponds to $v=\infty$,
$$\theta=\frac{k_0E}{\beta k_B}\int_x^\infty\frac{e^{-v}}{v^2}dv,\qquad x=\frac{E}{k_BT}.$$
The heating term is $k'=\beta kE/(k_BT^2)=\beta k\,k_Bx^2/E$. With $k=k_0e^{-x}$, the constants cancel in
$$g=\frac{\theta k'}{k^2}=x^2e^x\int_x^\infty\frac{e^{-v}}{v^2}dv .$$
Setting $v=x+s$ gives (5).

For $y\ge0$, multiplying out gives
$$(1-2y)(1+y)^2=1-3y^2-2y^3\le1,$$
$$(1-2y+3y^2)(1+y)^2=1+4y^3+3y^4\ge1.$$
Dividing by $(1+y)^2$ yields $1-2y\le(1+y)^{-2}\le1-2y+3y^2$. Put $y=s/x$ and integrate with weight $e^{-s}$, using $\int_0^\infty se^{-s}ds=1$ and $\int_0^\infty s^2e^{-s}ds=2$. The result is $1-2/x\le g\le1-2/x+6/x^2$. ∎

## Proof of the theorem

*One peak.* The logarithmic derivative of $X'=nk\theta^{n-1}e^{-\theta^n}$ is
$$\frac{k'}{k}+(n-1)\frac{k}{\theta}-n\theta^{n-1}k=-\frac{k}{\theta}F,\qquad F=n\theta^n-(n-1)-g.$$
As $T$ rises, $\theta$ rises and $x$ falls. By (5), $g$ falls with $x$, so $F$ increases strictly. For $T\to0$, $\theta\to0$ and $g\to1$, which gives $F\to-n$. For $T\to\infty$, $k\to k_0$, so $\theta$ grows without bound and $F\to\infty$. Hence $F$ has one zero, with the signal rising before it and falling after it.

*Fraction.* At the zero, (4) holds. Inserting it in (1) gives (2), with the bounds from Lemma 2.

*Limit.* Write $\eta=(1-g)/n$, so that $X_p=1-e^{-1}e^{\eta}$. By (5) $g<1$, so $\eta>0$ and $X_p<1-1/e$. By the bounds $\eta=2/(nx)+O(x^{-2})$, and $e^\eta=1+\eta+O(\eta^2)$ gives (3). ∎

**Remark (what "high activation energy" means).** The relevant parameter is $x$, not $E$ itself. From the formula for $\theta$ and the definition of $g$,
$$\ln\frac{k_0E}{\beta k_B}=x+2\ln x-\ln g+\ln\theta_p .$$
The last two terms are small at large $x$. At fixed $k_0$ and $\beta$, then, $x$ grows only about logarithmically with $E$, because the peak moves to higher temperature. A large $x$ needs a large ratio of $k_0E/k_B$ to the heating rate.

## Where the exponent remains visible

Near the peak let $\lambda=d\ln k/dT=x/T_p$. To leading order $z=\theta^n=e^{w}$ with $w=n\lambda(T-T_p)$, and the signal per unit of $w$ is
$$r=\frac{dX}{dw}=ze^{-z}.$$
Its maximum is $1/e$ at $z=1$. The half-height points satisfy $ze^{-z}=1/(2e)$, and the logarithms of the two roots differ by 2.446. The full width at half height is therefore
$$\Delta T\approx2.446\,\frac{T_p}{n x}.\tag{6}$$
Changing $n$ stretches or compresses the temperature axis about the peak. It does not, at this order, change the fraction at which the peak occurs. Since $x=E/(k_BT_p)$, the width fixes only the product $nE$, so $E$ must be known independently before $n$ can be read off from the width of a single scan. Scans at several heating rates avoid this: at a fixed temperature $\theta\propto1/\beta$, so by (1) a plot of $\ln[-\ln(1-X)]$ against $\ln\beta$ has slope $-n$, whatever $E$ is.

## Worked example

Take round model parameters: $E=2.3$ eV, $k_0=2\times10^{25}\ \mathrm{s^{-1}}$ and $\beta=10$ K/min. For each $n$ the peak was located by integrating $k$ numerically and differentiating $X(T)$, without using (2).

| $n$ | $T_p$ (K) | $X_p$ | $X_p$ from (3) | width (K) |
|---|---|---|---|---|
| 1 | 430.6 | 0.6206 | 0.6203 | 16.6 |
| 2 | 430.7 | 0.6264 | 0.6262 | 8.3 |
| 3 | 430.8 | 0.6283 | 0.6282 | 5.5 |
| 4 | 430.8 | 0.6293 | 0.6292 | 4.1 |

For $n=3$, $x=61.96$. Then $2/x=0.0323$ and $6/x^2=0.0016$, so $1-g$ must lie between 0.0307 and 0.0323; its value is 0.0308. Equation (2) gives $X_p=1-\exp(-1+0.0308/3)=0.6283$, in agreement with the direct peak. Equation (6) gives $2.446\times430.8/(3\times61.96)=5.67$ K, about 3 percent above the direct width of 5.51 K.

From $n=1$ to $n=4$ the fraction changes by less than 0.01, while the width changes by a factor of four.

To see the limit approached, hold $n=2$ and adjust the prefactor so that the peak stays near 430 K. As $E$ goes from 0.5 to 4 eV, $x$ goes from 13.4 to 107.9 and $X_p$ from 0.609 to 0.629. The shortfall from $1-1/e$, divided by the leading term $2/(enx)$, goes from 0.85 to 0.98.

## When the assumptions are relaxed

**Unequal activation energies.** Let nucleation and growth have energies $E_N$ and $E_G$, so that the kinetics are no longer isokinetic. With $L=X_e'/X_e$ we have $X_e''=(L'+L^2)X_e$, and Lemma 1 becomes $X_e=1+L'/L^2$ at the peak. Differentiating the expression for $X_e$ repeatedly shows that it is a chain of four nested integrals, one over $I$ and three over $u$. If both energies are large compared with $k_BT$, each integral is dominated by its upper end and adds only a slowly varying factor. To leading order
$$L=\frac{\beta(E_N+3E_G)}{k_BT^2},\qquad \frac{L'}{L^2}=-\frac{2k_BT}{E_N+3E_G}.$$
The peak again lies near 63 percent, and the leading correction depends on the sum of energies alone. For $E_N=3.2$ eV and $E_G=2.0$ eV the sum is $9.2=4\times2.3$ eV, as in the example with $n=4$. Both cases give 0.6293. A fraction near 0.63 is therefore no evidence of isokinetic behaviour.

**Non-Arrhenius rate.** Equation (4) holds for any smooth $k(T)$. For the Vogel–Fulcher–Tammann form $k\propto e^{-B/(T-T_0)}$, counting $\theta$ from $T_0$ and replacing $T$ by $T-T_0$ in Lemma 2 gives the same function $g$, now at $B/(T-T_0)$. Choose $T_0=300$ K, and match the value and slope of $k$ at the $n=3$ peak. The argument drops from 62 to 18.8, and $X_p$ falls to 0.621. The rule fails outright if the peak falls where $k(T)$ has its maximum: there $k'=0$, and the fraction takes its isothermal value, 0.49 for $n=3$.

**Thermal lag.** Let the recorded signal $y$ obey $\tau y'=X'-y$, and let $Y=\int y\,dt$ be its partial area. Integration gives $X=Y+\tau y$. The true fraction at the recorded peak is therefore too high by a term of first order in $\tau$. The partial area behaves better. The solution is $Y(t)=\int_0^\infty\tau^{-1}e^{-s/\tau}X(t-s)\,ds$, whose weight has mean $\tau$ and variance $\tau^2$, so
$$Y(t)=X(t-\tau)+\tfrac12\tau^2X''(t-\tau)+O(\tau^3).$$
The recorded peak, where $Y''=0$, thus has $t-\tau=t_p+O(\tau^2)$, with $t_p$ the time of the true peak. Inserting this in the expansion gives $Y=X_p+O(\tau^2)$. For $n=3$ and $\tau=2$ s the true fraction is 0.678, but the partial area is 0.624. Self-heating, with an adiabatic rise of 1.5 K for sample plus pan, lifts the temperature at the recorded peak by 0.08 K and lowers the area by a further 0.0004.

**Non-uniform film.** Let the local curves $X(T)$ be shifted by a Gaussian spread of standard deviation $\sigma$, and put $a=n\lambda\sigma$. In the variable $w$ the average is $\bar X=X+\tfrac12a^2d^2X/dw^2+\dots$. From $r=ze^{-z}$ and $dz/dw=z$,
$$\frac{dr}{dw}=r(1-z),\qquad \frac{d^2r}{dw^2}=r[(1-z)^2-z],$$
$$\frac{d^3r}{dw^3}=r[(1-z)^3-3z(1-z)-z].$$
At $z=1$ these are $0,-r,-r$. The condition $d^2\bar X/dw^2=0$ reads $-rw-\tfrac12a^2r=0$ to this order, so the peak moves to $w=-a^2/2$. With $r=1/e$, the fraction there drops by
$$\frac{a^2}{2e}=\frac{(n x\sigma/T_p)^2}{2e}.$$
For $n=3$ and $\sigma=0.25$ K, $a=3\times0.1438\times0.25=0.108$. The predicted drop is 0.0021 and the computed one 0.0022. At $\sigma=2$ K, $a=0.86$ and the expansion is no longer usable: it predicts 0.137, whereas the computed drop is 0.068, to $X=0.560$. For a spread much wider than the single peak, the average becomes a Gaussian step, whose steepest point is at one half. A spread also affects the plot against $\ln\beta$ described above. With $S$ the local amorphous fraction, the slope at fixed temperature has size $n\,\overline{(-S\ln S)}/(-\bar S\ln\bar S)$, where bars denote averages over the film. Since $-S\ln S$ is concave, this is less than $n$, so the plot gives $n$ itself only for a uniform film.

## Relation to real films

The parameters lie in the rough regime of slow calorimetry on amorphous chalcogenide memory films: apparent energies of a few eV, heating at tens of K/min, and crystallization somewhat above 100 °C. The model peak is at 157.6 °C for $n=3$. The prefactor is far above any atomic vibration frequency, roughly $10^{13}\ \mathrm{s^{-1}}$, so it should not be read as a simple attempt frequency. The Arrhenius law serves here as a description of the scanned range, and nothing in the model justifies carrying it to much higher temperatures. Starting the scan at 300 K omits a fraction of about $10^{-12}$ of $\theta_p$, which is harmless.

Judged by the partial area that a calorimeter yields, a 2 K spread moves the fraction from 0.628 to 0.560, much more than the 2 s lag does, whereas a 0.25 K spread moves it less than that lag. The spread, the lag and the self-heating are chosen inputs and not measurements, so no general ranking follows. Not sized are a latent heat that varies with temperature, an incubation time, and crystals that reach the film thickness, which makes $n$ change during the transformation. In a memory cell, heating is many orders of magnitude faster and crystallization moves to higher temperature. If it comes near the maximum of $k(T)$, the 63 percent rule no longer applies.

The numerical output below gives the remaining values.

## Numbers as computed

```
E = 2.3 eV, k0 = 2.0e+25 1/s, beta = 10 K/min
Limit 1 - 1/e = 0.63212
Half-height width constant = 2.4464
n=1: T_peak=430.58 K (157.43 C), x=61.99, 1-g=0.03080
   X_peak direct=0.62061, leading formula=0.62025; width direct=16.62 K, formula=16.99 K
n=1.5: T_peak=430.69 K (157.54 C), x=61.97, 1-g=0.03080
   X_peak direct=0.62449, leading formula=0.62421; width direct=11.06 K, formula=11.33 K
n=2: T_peak=430.73 K (157.58 C), x=61.96, 1-g=0.03081
   X_peak direct=0.62641, leading formula=0.62618; width direct=8.27 K, formula=8.50 K
n=3: T_peak=430.76 K (157.61 C), x=61.96, 1-g=0.03081
   X_peak direct=0.62832, leading formula=0.62816; width direct=5.51 K, formula=5.67 K
n=4: T_peak=430.77 K (157.62 C), x=61.96, 1-g=0.03081
   X_peak direct=0.62927, leading formula=0.62915; width direct=4.13 K, formula=4.25 K
Isothermal peak, n=1.5: X = 0.2835
Isothermal peak, n=2: X = 0.3935
Isothermal peak, n=3: X = 0.4866
Isothermal peak, n=4: X = 0.5276
Sweep n=2, E=0.5 eV: x=13.41, X_peak=0.60876, deficit/leading term=0.851
Sweep n=2, E=1.0 eV: x=26.94, X_peak=0.61958, deficit/leading term=0.918
Sweep n=2, E=2.0 eV: x=53.95, X_peak=0.62560, deficit/leading term=0.957
Sweep n=2, E=4.0 eV: x=107.94, X_peak=0.62879, deficit/leading term=0.978
n=3: d ln k/dT at peak = 0.1438 1/K
theta(300 K)/theta(T_peak) = 9.1e-13
Lag 1.0 s: true X = 0.6545, partial area = 0.6273
Lag 2.0 s: true X = 0.6784, partial area = 0.6243
Lag 2.0 s + adiabatic rise 1.5 K: true X = 0.6784, area = 0.6239, excess T = 0.082 K
Unequal energies 3.2/2.0 eV, n=4: T_peak=431.59 K, X=0.62927 (equal: 0.62927)
VFT, T0=300 K, B=2460 K: T_peak=431.13 K, B/(T-T0)=18.76, X=0.62060
Spread sigma=0.25 K: T_peak=430.75 K, X=0.6261, drop=0.00218, small-sigma formula=0.00214
Spread sigma=1.0 K: T_peak=430.58 K, X=0.6002, drop=0.02811, small-sigma formula=0.03425
Spread sigma=2.0 K: T_peak=430.29 K, X=0.5599, drop=0.06845, small-sigma formula=0.13700
```
